# Minimum radius and peak temperature of an adiabatically collapsing bubble

## Problem

A nitrogen bubble in water has grown to its maximum radius $R_m=50$ µm in an ultrasonic cleaning tank and is momentarily at rest. Its gas then has pressure $p_m=5$ kPa and temperature $T_0=298$ K. The liquid far away is at constant pressure $p_0=100$ kPa, and its density is $\rho=1000$ kg/m³. Treat the gas as ideal and uniform, with heat-capacity ratio $\gamma=1.4$, and the collapse as spherical and adiabatic. The liquid is incompressible and inviscid, and surface tension is neglected.

Find the minimum radius and the peak gas temperature. Then explain how heat loss, vapour and the compressibility of the liquid change them.

Write $P=p_0/p_m=20$, $n=\gamma-1$, $v=V/V_m=(R/R_m)^3$, $c=1/v$ and $\theta=T/T_0$. The subscript $m$ marks the state at maximum radius.

## A tempting solution

The liquid compresses the gas until the gas can resist it, so the collapse ends when the gas pressure equals $p_0$. On an adiabat $p=p_m v^{-\gamma}$, hence $v^{-\gamma}=P$ and

$$R_{\min}=R_mP^{-1/(3\gamma)}=50\times 20^{-1/4.2}\approx 24.5\ \text{µm},$$

$$T_{\max}=T_0P^{n/\gamma}=298\times 20^{0.4/1.4}\approx 701\ \text{K}.$$

Heat loss, vapour and compressibility all weaken the collapse. Each therefore makes the minimum radius larger and the peak temperature lower.

## Where it fails

Equal pressures mean that no net pressure drives the liquid. They do not mean that the liquid is at rest. To see how fast it is still moving, we need its energy.

Incompressibility makes the volume flux the same through every sphere around the bubble, so the liquid speed at distance $r$ is $u=R^2\dot R/r^2$. The kinetic energy is

$$K=\int_R^\infty \tfrac12\rho u^2\,4\pi r^2\,dr=2\pi\rho R^4\dot R^2\int_R^\infty\frac{dr}{r^2}=2\pi\rho R^3\dot R^2 .$$

When the bubble shrinks from $V_m$ to $V$, an equal volume of liquid moves inward through any distant sphere. The far pressure therefore does work $p_0(V_m-V)$. Part of this compresses the gas:

$$\int_V^{V_m}p_m\left(\frac{V_m}{V'}\right)^{\gamma}dV'=p_mV_m\,\frac{v^{-n}-1}{n}.$$

The rest is kinetic energy:

$$K=p_mV_m\,h(v),\qquad h(v)=P(1-v)-\frac{v^{-n}-1}{n}. \tag{1}$$

Since $h'(v)=-P+v^{-\gamma}$, the point $v^{-\gamma}=P$ chosen above is where the kinetic energy is greatest. There $v=0.118$ and $h=20(0.882)-(2.354-1)/0.4=14.3$. With $p_0V_m=52.4$ nJ, the liquid still holds $(14.3/20)\times52.4\approx37$ nJ, all of which is yet to be spent on the gas.

The closing remark about the three effects is also faulty. It treats a loss of heat like a loss of mechanical energy, although the first also makes the gas easier to compress.

## The turning point

The bubble stops when $K=0$, which requires

$$P(1-v)=\frac{v^{-n}-1}{n}. \tag{2}$$

The root $v=1$ is the starting state. For $P>1$ there is one other root in $0<v<1$. The function $h$ is concave, because $h''=-\gamma v^{-\gamma-1}<0$. It is positive just below $v=1$, because $h(1)=0$ and $h'(1)=1-P<0$, and it tends to $-\infty$ as $v\to0$. It must therefore cross zero, and concavity allows one crossing. At this inner root $h'>0$, so $v^{-\gamma}>P$: the gas pressure exceeds $p_0$ and drives the rebound.

On the adiabat $TV^n$ is constant, so $\theta=v^{-n}$. Equation (2) then gives

$$T_{\max}=T_0\,[1+nP(1-v)],\qquad R_{\min}=R_mv^{1/3}. \tag{3}$$

Dropping the small $v$ on the right gives the strong-collapse limits

$$T_{\max}<T_0(1+nP),\qquad R_{\min}>R_m(1+nP)^{-1/(3n)}. \tag{4}$$

The temperature limit is too high by the fraction $nPv/(1+nP)$ of itself.

For the example $1+nP=9$, and (4) gives 2682 K and 8.01 µm. To solve (2), start from $v=9^{-2.5}=0.004115$. Then $\theta=1+8(1-0.004115)=8.9671$, and the improved value is $v=\theta^{-2.5}=0.004153$. Repeating the step settles at $v=0.0041535$, so that

$$T_{\max}=298\times8.967\approx2670\ \text{K},\qquad R_{\min}=50\times0.1607\approx8.04\ \text{µm}.$$

The gas is compressed 241-fold, and its pressure reaches 10.8 MPa, about 108 times $p_0$. Pressure balance missed this overshoot.

The overshoot survives in a weak collapse. Put $P=1+\epsilon$ and $v=1-\delta$, with both small. Since $(v^{-n}-1)/n=\delta+\gamma\delta^2/2+\dots$, equation (2) becomes $\epsilon\delta=\gamma\delta^2/2$ to leading order, or $\delta=2\epsilon/\gamma$. Pressure balance gives $\delta=\epsilon/\gamma$. The bubble travels twice as far as its equilibrium point, like a mass released on a spring.

**Is the flow slow enough?** From (1) with $V_m=4\pi R_m^3/3$,

$$\dot R^2=\frac{2p_0}{3\rho}\left[c-1-\frac{c(c^n-1)}{nP}\right].$$

Setting the derivative with respect to $c$ to zero gives $\gamma c^n-1=nP$, or $c^n=9/1.4=6.43$ and $c=104.8$. The bracket is then $103.8-104.8\times5.43/8=32.7$, and the largest wall speed is 46.7 m/s. This is 3% of the sound speed in water, taken as 1500 m/s, and 13% of the initial sound speed in the gas, 352 m/s. Incompressible liquid and uniform gas pressure are reasonable first approximations. Without heat flow, every part of the gas then follows the same adiabat, so its temperature stays uniform too. Conduction to the wall spoils this, and the single temperature used in the next section is then a mean over the gas.

## Heat loss

Let heat $Q$ leave the gas, with $q=Q/(p_mV_m)$, while the bubble wall stays at $T_0$. This is an approximation: the heat flows found below would warm the water at the wall by roughly 30 to 50 K, which is small beside the rise in gas temperature. The heat capacity of the gas is $p_mV_m/(nT_0)$, so energy conservation at the turning point reads

$$\theta=1+n[P(1-v)-q]. \tag{5}$$

The loss $q$ lowers $\theta$, but $v$ changes too. Write $\theta=s\,v^{-n}$, where $s=1$ on the original adiabat. The first law, $d\theta/n=-(\theta/v)\,dv-dq$, gives

$$d\ln s=\frac{d\theta}{\theta}+n\frac{dv}{v}=-\frac{n\,dq}{\theta}.$$

Heat loss therefore reduces $s$, and at a given volume the gas pushes back less.

Consider a small loss $d\varepsilon=-d\ln s$ suffered when the gas temperature was $\theta'T_0$, so that $n\,dq=\theta'd\varepsilon$. The change of the final state follows from (5) and from $\theta=sv^{-n}$:

$$d\theta=-nP\,dv-\theta'd\varepsilon,\qquad d\theta=-\theta\,d\varepsilon-n\frac{\theta}{v}\,dv.$$

Equating them,

$$n\left(\frac{\theta}{v}-P\right)dv=-(\theta-\theta')\,d\varepsilon. \tag{6}$$

The bracket is positive because $\theta/v$ is the final gas pressure divided by $p_m$, and at the inner turning point the gas pressure exceeds $p_0=Pp_m$. A small loss at any temperature below the final one thus makes the minimum volume **smaller**.

The deeper collapse lets the liquid do extra work. Can this raise the temperature? The most favourable case is $\theta'=1$, where a given drop in $s$ costs the least heat. Inserting (6) in the first expression for $d\theta$,

$$d\theta=\left[\frac{P(\theta-1)}{\theta/v-P}-1\right]d\varepsilon .$$

This is negative when $P(\theta-1)<\theta/v-P$, which reduces to $c>P$. For $\gamma<2$ the condition holds, because

$$h(1/P)=P-1-\int_1^P x^{n-1}dx>0\quad(0<n<1),$$

so the inner root lies below $1/P$. Further loss at $\theta'=1$ increases $c$, so the condition continues to hold and the result extends to finite losses. If the same drop in $s$ costs more heat, the gas has less energy on the same adiabat, and it turns earlier and cooler. If the peak comes before the turning point, stopping the loss at that instant would let the remaining kinetic energy heat the gas further; even that hotter state is covered by the argument. Within the uniform-gas model with $\gamma<2$, outward heat loss therefore lowers the peak temperature. In a real bubble this describes the mean over the gas, not its hottest point.

To size the loss, take a heat flux $k(T-T_0)/\ell$ with $k=0.026$ W/(m K). The thermal layer has thickness $\ell=\min(R/\pi,\sqrt{R\chi/|\dot R|})$, where $\chi=knT_0/(\gamma p)$ is the gas diffusivity at the wall temperature and current gas pressure $p$. This is an estimate, not a solution of the heat equation in the gas. It is integrated numerically with the Rayleigh–Plesset equation,

$$R\ddot R+\tfrac32\dot R^2=\frac{p-p_0}{\rho}, \tag{7}$$

which is the time derivative of the energy balance. By the turning point about 30% of the liquid's work has left as heat. The peak mean temperature falls to roughly 2000 K, while the minimum radius shrinks from 8.0 to about 4 µm.

Solving the radial heat equation in the gas, with uniform pressure and the same constant conductivity, gives a loss of about 22%, a peak mean of about 2150 K and a minimum radius of 3.8 µm. The layer estimate thus has the right trend and rough size. The centre, however, reaches about 3600 K, which is hotter than in the adiabatic collapse. Cold gas near the wall takes up little room, so the bubble collapses further and the core is compressed to a higher pressure. The core loses heat too: without any loss it would be near 4800 K at that pressure. Here the stronger compression outweighs the loss, so the gas is cooler on average but hotter at its centre.

These figures still assume an incompressible liquid, which is a poorer approximation in this deeper collapse: the wall reaches about 130 m/s, or 9% of the sound speed in water. Adding sound radiation, treated below, changes the minimum radius to about 4.4 µm, the peak mean to 1800 K and the centre to 3000 K. The centre is then still hotter than in a collapse with sound radiation but no heat loss. Hot nitrogen conducts better than cold, but letting the conductivity grow as $T^{0.75}$ lowers the central temperature by only 3 to 4%, with or without sound.

## Vapour

Water vapour at 298 K has a pressure of roughly $p_v=3.2$ kPa. There are two limiting cases, both with 5 kPa of nitrogen at the start.

If the vapour is **trapped**, the initial pressure is 8.2 kPa and $P$ falls to 12.2. Water molecules also have three rotations, against two for nitrogen. The mean heat capacity per molecule, in units of the Boltzmann constant, is $(2.5\times5+3\times3.2)/8.2=2.70$, so $\gamma=1.371$.

Both changes cool the collapse. At fixed $\gamma$, differentiating (2) gives $(\theta/v-P)\,dv=-(1-v)\,dP$, so a smaller $P$ means a larger $v$ and a smaller $\theta=v^{-n}$. At fixed $P$, use $d\theta=P(1-v)\,dn-nP\,dv$ and $n\,dv=v(\ln c\,dn-d\theta/\theta)$. Eliminating $dv$,

$$\left(1-\frac{Pv}{\theta}\right)d\theta=Pv\,(c-1-\ln c)\,dn .$$

Both factors multiplying the differentials are positive, so a smaller $\gamma$ means a lower temperature. Together they give 1630 K and 10.85 µm: there is more matter to heat, and each molecule takes more energy.

If the vapour instead **condenses freely** at $T_0$, it keeps the constant pressure $p_v$ and cancels part of the driving pressure. Then $P=(100-3.2)/5=19.4$, and the peak is about 2600 K. Dissociation of hot trapped vapour would absorb further energy; it is not included here.

## Compressibility

A compressible liquid carries energy away as sound. Far from the bubble the flow potential is $\phi=-\dot V(t-r/C)/(4\pi r)$, with $C$ the sound speed. Near the bubble the delay expands to

$$\phi\approx-\frac{\dot V}{4\pi r}+\frac{\ddot V}{4\pi C}.$$

The first term is the incompressible flow. The second adds a pressure $-\rho\,\partial\phi/\partial t=-\rho\dddot V/(4\pi C)$, so the right side of (7) gains $+\dddot V/(4\pi C)$. Multiplying by $\rho\dot V$ gives

$$\frac{dK}{dt}=(p-p_0)\dot V+\frac{\rho}{4\pi C}\dot V\dddot V .$$

Integrate the last term by parts between the two states of rest. The boundary term $\dot V\ddot V$ vanishes, leaving the loss

$$E_{\rm sound}=\frac{\rho}{4\pi C}\int\ddot V^2\,dt>0 .$$

The gas remains on its original adiabat but receives less energy. It therefore stops at a larger radius and a lower temperature, unlike the gas that loses heat.

For numbers, integrate the Keller–Miksis equation,

$$\left(1-\frac{\dot R}{C}\right)R\ddot R+\frac32\dot R^2\left(1-\frac{\dot R}{3C}\right)=\left(1+\frac{\dot R}{C}\right)\frac{p-p_0}{\rho}+\frac{R\dot p}{\rho C}.$$

Using (7) in its $1/C$ terms turns their sum into $C^{-1}d^2(R^2\dot R)/dt^2=\dddot V/(4\pi C)$, the correction just found. With $C=1500$ m/s, 7.9% of the work is missing from the gas at the turning point. The peak is 2480 K and the minimum radius 8.54 µm. The formula for $E_{\rm sound}$, evaluated along this motion, gives 1.04 times the missing energy.

## How far the estimate can be trusted

A run with heat loss, trapped vapour, sound, viscosity (0.9 mPa s) and surface tension (72 mN/m) together, at constant far pressure, gives a peak mean temperature of about 1130 K and a minimum radius of 7.3 µm with the layer estimate of heat loss, or about 1160 K and 6.7 µm with the radial heat equation. Both temperatures are less than half the ideal value, yet the radii are only 9% and 17% smaller than the ideal one. A radius near the adiabatic one is thus no evidence that the collapse was adiabatic.

Some omissions change the temperature in other ways. Starting each time from the ideal model:

- Viscosity alone gives 2640 K.
- Surface tension alone gives 2770 K, because the shrinking surface releases energy.
- Molecular vibration, treated as an oscillator of characteristic temperature 3400 K in equilibrium with the gas, gives 2280 K. This comes from solving the energy and constant-entropy conditions numerically. It is a limiting case: by the Millikan–White correlation, vibration in dry nitrogen takes about 1 µs to relax at the peak, while the gas stays hot for only about 0.1 µs. With that delay included, the peak is about 2660 K.
- The volume that the molecules exclude to one another, taken as a rough covolume of 40 cm³/mol, is 1.9% of the gas volume at the ideal turning point and changes the peak there by less than 1 K. At the 4 µm of the heat-loss estimate it would be about 15% on average, so the ideal-gas law is only rough in that case. It fails outright for the cold gas at the wall, which as an ideal gas at about 80 MPa would be denser than this covolume allows. Including the covolume in the radial heat equation moves the minimum radius from 3.8 to 4.0 µm, but changes the mean and central peak temperatures by less than 1%.

The chosen sizes and pressures are rough values for the regime of ultrasonic cleaning, where the far pressure is not constant. The ideal collapse lasts 4.85 µs, about 12% of a 25 kHz period. If a sinusoidal pressure of amplitude 100 kPa starts to rise from zero at maximum radius, on top of $p_0$, the otherwise ideal peak becomes 3660 K. This exceeds the limit in (4), which assumes constant $p_0$. The phase is an assumption, and another phase would give another value.

Bubbles near the surface being cleaned also break the spherical symmetry: a liquid jet can form and keep part of the energy as motion. That effect is not sized here. The 2670 K is therefore the answer to the stated ideal problem, not a prediction for a bubble in a tank.

All numerical values are calculated from the stated model.
